# The Lamé potential and its supersymmetric partner: translation by half a period

## 1. The partner potential

### Definitions and conventions

The motion is one-dimensional, and units are chosen so that $\hbar^2/(2M)=1$, where $M$ is the mass of the particle. The Hamiltonian is

$$H=-\frac{d^2}{dx^2}+V(x),\qquad V(x)=2m\,\mathrm{sn}^2(x,m),\qquad 0<m<1. \tag{1}$$

The number $m$ is the elliptic parameter, the square of the modulus. If $x$ measures length in units of some length $\ell$, energies are in units of $\hbar^2/(2M\ell^2)$. All numbers below are dimensionless in this sense.

The Jacobi functions are defined through an angle $\varphi(x)$, the amplitude:

$$x=\int_0^{\varphi}\frac{d\theta}{\sqrt{1-m\sin^2\theta}},\qquad \mathrm{sn}=\sin\varphi,\quad \mathrm{cn}=\cos\varphi,\quad \mathrm{dn}=\sqrt{1-m\sin^2\varphi}. \tag{2}$$

The argument $x$ and the parameter $m$ are omitted when no confusion can arise. Two identities follow at once:

$$\mathrm{sn}^2+\mathrm{cn}^2=1,\qquad \mathrm{dn}^2+m\,\mathrm{sn}^2=1. \tag{3}$$

The complete elliptic integral $K=K(m)$ is the value of $x$ at which $\varphi=\pi/2$. Since the integrand in (2) has period $\pi$ in $\theta$ and is even, increasing $\varphi$ by $\pi$ increases $x$ by $2K$. Thus $\mathrm{sn}^2$ has period $2K$. It has no smaller period, because it vanishes only where $\varphi$ is a multiple of $\pi$, that is, at multiples of $2K$. The function $\mathrm{sn}$ itself changes sign under $x\to x+2K$ and has period $4K$. "Half a period" therefore means $K$, half the period of the potential.

The result to be shown is that the supersymmetric partner built from the nodeless state $\mathrm{dn}(x)$ is

$$V_p(x)=V(x+K), \tag{4}$$

with no additive constant.

### Derivatives

Equation (2) gives $dx/d\varphi=1/\mathrm{dn}$, so $\varphi'=\mathrm{dn}$, where a prime denotes $d/dx$. The chain rule gives the first two derivatives below. The third comes from differentiating the second identity in (3), $2\,\mathrm{dn}\,\mathrm{dn}'=-2m\,\mathrm{sn}\,\mathrm{sn}'$, and dividing by $2\,\mathrm{dn}$, which is never zero:

$$\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn},\qquad \mathrm{cn}'=-\mathrm{sn}\,\mathrm{dn},\qquad \mathrm{dn}'=-m\,\mathrm{sn}\,\mathrm{cn}. \tag{5}$$

### Translation of the elliptic functions by $K$

The values at $x+K$ are

$$\mathrm{sn}(x+K)=\frac{\mathrm{cn}}{\mathrm{dn}},\qquad \mathrm{cn}(x+K)=-\sqrt{1-m}\,\frac{\mathrm{sn}}{\mathrm{dn}},\qquad \mathrm{dn}(x+K)=\frac{\sqrt{1-m}}{\mathrm{dn}}, \tag{6}$$

where the functions on the right are taken at $x$. To prove this, call the three right-hand sides $S$, $C$ and $D$. Their derivatives follow from (5). For the first,

$$S'=\frac{\mathrm{cn}'\,\mathrm{dn}-\mathrm{cn}\,\mathrm{dn}'}{\mathrm{dn}^2}
=-\frac{\mathrm{sn}\,(\mathrm{dn}^2-m\,\mathrm{cn}^2)}{\mathrm{dn}^2}
=-(1-m)\frac{\mathrm{sn}}{\mathrm{dn}^2}=CD.$$

Here (3) was used in the form $\mathrm{dn}^2-m\,\mathrm{cn}^2=1-m(\mathrm{sn}^2+\mathrm{cn}^2)=1-m$. For the second,

$$C'=-\sqrt{1-m}\;\frac{\mathrm{cn}\,\mathrm{dn}^2+m\,\mathrm{sn}^2\,\mathrm{cn}}{\mathrm{dn}^2}
=-\sqrt{1-m}\;\frac{\mathrm{cn}}{\mathrm{dn}^2}=-SD,$$

because $\mathrm{dn}^2+m\,\mathrm{sn}^2=1$. For the third,

$$D'=-\sqrt{1-m}\;\frac{\mathrm{dn}'}{\mathrm{dn}^2}=m\sqrt{1-m}\;\frac{\mathrm{sn}\,\mathrm{cn}}{\mathrm{dn}^2}=-mSC.$$

Thus $(S,C,D)$ obeys the differential system (5). The functions on the left of (6) obey it too, since the system does not contain $x$ explicitly. At $x=0$ both sets have the values $(1,0,\sqrt{1-m})$: on the left $\varphi=\pi/2$, and on the right $\mathrm{sn}=0$ and $\mathrm{cn}=\mathrm{dn}=1$. The right-hand sides of (5) are polynomials in the unknown functions, so the solution with given initial values is unique, and (6) holds.

The third relation in (6) can be written as a product:

$$\mathrm{dn}(x)\,\mathrm{dn}(x+K)=\sqrt{1-m}. \tag{7}$$

Applying (7) at $x$ and at $x+K$ shows that $\mathrm{dn}(x+2K)=\mathrm{dn}(x)$.

### The state $\mathrm{dn}$ and its energy

Differentiating $\mathrm{dn}'$ once more with (5) gives

$$\mathrm{dn}''=-m(\mathrm{cn}^2\,\mathrm{dn}-\mathrm{sn}^2\,\mathrm{dn})=\mathrm{dn}\,(m\,\mathrm{sn}^2-m\,\mathrm{cn}^2).$$

From (3), $m\,\mathrm{sn}^2=1-\mathrm{dn}^2$ and $m\,\mathrm{cn}^2=m-1+\mathrm{dn}^2$. Therefore

$$\mathrm{dn}''=(2-m)\,\mathrm{dn}-2\,\mathrm{dn}^3. \tag{8}$$

The potential is $V=2-2\,\mathrm{dn}^2$, so

$$H\,\mathrm{dn}=-(2-m)\,\mathrm{dn}+2\,\mathrm{dn}^3+2\,\mathrm{dn}-2\,\mathrm{dn}^3=m\,\mathrm{dn}. \tag{9}$$

The state $\mathrm{dn}$ has the period of the potential, hence Bloch wave number zero, and energy $E_0=m$. Its smallest value is $\sqrt{1-m}>0$, so it has no node.

### Factorization

Because $\mathrm{dn}$ has no node, its logarithmic derivative is smooth. Define the superpotential and two first-order operators:

$$W=-\frac{\mathrm{dn}'}{\mathrm{dn}}=m\,\frac{\mathrm{sn}\,\mathrm{cn}}{\mathrm{dn}},\qquad A=\frac{d}{dx}+W,\qquad A^\dagger=-\frac{d}{dx}+W. \tag{10}$$

In the products, the derivative acts on $W$ as well as on the function $f$ to the right:

$$A^\dagger A f=-(f'+Wf)'+W(f'+Wf)=-f''+(W^2-W')f,$$

$$AA^\dagger f=(-f'+Wf)'+W(-f'+Wf)=-f''+(W^2+W')f.$$

The terms in $f'$ cancel in both. Differentiating (10) gives $W'=-\mathrm{dn}''/\mathrm{dn}+W^2$, and (9) gives $\mathrm{dn}''/\mathrm{dn}=V-m$. Hence $W^2-W'=V-m$, and

$$A^\dagger A=H-m,\qquad AA^\dagger=H_p-m,\qquad H_p=-\frac{d^2}{dx^2}+V_p. \tag{11}$$

The two potentials are

$$V=m+W^2-W',\qquad V_p=m+W^2+W'=V+2W'=V-2(\ln\mathrm{dn})''. \tag{12}$$

This fixes the convention for the constant: $V_p$ is the potential in $H_p$, not in $H_p-m$. If both energies are measured from the ground level, both potentials are lowered by the same $m$.

The factorization also proves that $m$ is the bottom of the spectrum. For a smooth function $f$ that vanishes outside a finite interval, integration by parts gives $\int f^*(H-m)f\,dx=\int|Af|^2dx\ge0$. No energy below $m$ is possible, and the Bloch state $\mathrm{dn}$ attains $m$.

### The partner is the translated potential

The second logarithmic derivative in (12) requires $(\mathrm{dn}')^2$. From (5) and (3),

$$(\mathrm{dn}')^2=(m\,\mathrm{sn}^2)(m\,\mathrm{cn}^2)=(1-\mathrm{dn}^2)(\mathrm{dn}^2-1+m)
=-\mathrm{dn}^4+(2-m)\,\mathrm{dn}^2-(1-m). \tag{13}$$

Using (8) and (13),

$$(\ln\mathrm{dn})''=\frac{\mathrm{dn}''}{\mathrm{dn}}-\frac{(\mathrm{dn}')^2}{\mathrm{dn}^2}
=(2-m)-2\,\mathrm{dn}^2+\mathrm{dn}^2-(2-m)+\frac{1-m}{\mathrm{dn}^2}.$$

The constants cancel. By (7), the last fraction is $\mathrm{dn}^2(x+K)$, so

$$(\ln\mathrm{dn})''=\mathrm{dn}^2(x+K)-\mathrm{dn}^2(x). \tag{14}$$

Inserting this and $V=2-2\,\mathrm{dn}^2(x)$ in (12) gives

$$V_p(x)=2-2\,\mathrm{dn}^2(x)-2\,\mathrm{dn}^2(x+K)+2\,\mathrm{dn}^2(x)
=2-2\,\mathrm{dn}^2(x+K)=2m\,\mathrm{sn}^2(x+K). \tag{15}$$

This is (4). The translation is unique up to whole periods: if $V(x+K)=V(x+s)$ for all $x$, then $K-s$ is a period of $V$ and hence a multiple of $2K$. Translation to the left by $K$ gives the same potential as translation to the right by $K$, since the two differ by $2K$.

### The reason in terms of the superpotential

Taking the logarithm of (7) and differentiating gives $W(x)+W(x+K)=0$, or

$$W(x+K)=-W(x). \tag{16}$$

This alone implies the result. Evaluate the first formula in (12) at $x+K$. The square $W^2$ is unchanged, while $-W'$ becomes $+W'$, which is the second formula in (12). A half-period translation thus does what the exchange of $A$ and $A^\dagger$ does.

The argument has a converse for a general smooth potential $U$ of period $L$ with nodeless periodic ground state $\psi_0$ and energy $E_0$. Set $W=-\psi_0'/\psi_0$. The function $1/\psi_0$ satisfies

$$A^\dagger\frac1{\psi_0}=\frac{\psi_0'}{\psi_0^2}-\frac{\psi_0'}{\psi_0^2}=0, \tag{17}$$

so it is a positive periodic solution for the partner at energy $E_0$. If the partner is $U(x+L/2)$, then $\psi_0(x+L/2)$ is another such solution. At a given energy, a second solution independent of a positive periodic $\phi$ is $\phi\int dx/\phi^2$. The integral grows by a positive amount in each period, so this solution is not periodic, nor is any combination that contains it. The two positive periodic solutions must therefore be proportional:

$$U_p(x)=U(x+L/2)\quad\Longleftrightarrow\quad \psi_0(x)\,\psi_0(x+L/2)=\text{constant}. \tag{18}$$

The implication from right to left is the argument following (16), with $m$ replaced by $E_0$. The Lamé potential (1) has the property because of (7). Periodicity and a nodeless ground state are not sufficient.

### Numbers for $m=0.8$

For $m=0.8$ the half period is $K=2.257205$. The columns $V$ and $V(x+K)$ below are evaluated directly from (1). The other columns come from a plane-wave diagonalization of $H$. Its lowest eigenvector supplies $\psi_0$, $W$ and $V_p$ without use of the function $\mathrm{dn}$, and the ground energy obtained is $0.80000000$. The state is scaled to $\psi_0(0)=1$.

| $x/K$ | $\psi_0$ | $W$ | $V$ | $V_p$ | $V(x+K)$ |
|---|---|---|---|---|---|
| 0 | 1.0000 | 0.0000 | 0.0000 | 1.6000 | 1.6000 |
| 0.25 | 0.8872 | 0.3985 | 0.4258 | 1.4918 | 1.4918 |
| 0.5 | 0.6687 | 0.5528 | 1.1056 | 1.1056 | 1.1056 |
| 0.75 | 0.5041 | 0.3985 | 1.4918 | 0.4258 | 0.4258 |
| 1 | 0.4472 | 0.0000 | 1.6000 | 0.0000 | 0.0000 |

The row $x=K/4$ can be followed by hand. From $V=2-2\psi_0^2$ one finds $V=2-2(0.887183)^2=0.4258$. Adding the two formulas in (12) gives

$$V+V_p=2m+2W^2, \tag{19}$$

so $V_p=1.6+2(0.398506)^2-0.425813=1.4918$. This agrees with the original potential at $5K/4$, which by the evenness and periodicity of $V$ equals its value at $3K/4$.

At $x=K/2$ the two potentials cross. Setting $x=-K/2$ in (7), with $\mathrm{dn}$ even, gives $\mathrm{dn}^2(K/2)=\sqrt{1-m}=0.4472$, and $V=2-2(0.4472)=1.1056$. Equation (13) divided by $\mathrm{dn}^2$ reads $W^2=2-m-\mathrm{dn}^2-(1-m)/\mathrm{dn}^2$. This is largest where $\mathrm{dn}^2=\sqrt{1-m}$, with $|W|=1-\sqrt{1-m}=0.5528$. There $W'=0$, which is why the partners have equal values at that point.

The same construction at $m=0.1$, $0.5$, $0.8$ and $0.99$ gave a largest absolute difference between $V_p(x)$ and $V(x+K)$ of $5.3\times10^{-12}$ on the computational grid.

## 2. Spectrum, half-period symmetry and scope

### Symbols and results carried over

The Hamiltonian is $H=-d^2/dx^2+V$, with $V=2m\,\mathrm{sn}^2(x,m)$, $0<m<1$ and period $2K$. Its ground state is $\mathrm{dn}(x)$, with energy $m$. The superpotential is $W=m\,\mathrm{sn}\,\mathrm{cn}/\mathrm{dn}$, and $A=d/dx+W$, $A^\dagger=-d/dx+W$. These satisfy $A^\dagger A=H-m$ and $AA^\dagger=H_p-m$. The partner potential is $V_p(x)=V(x+K)$, and $W(x+K)=-W(x)$. The Bloch wave number $k$ is defined by $\psi(x+2K)=e^{2ikK}\psi(x)$.

### Both partners keep the lowest level

Multiplying $A^\dagger A=H-m$ by $A$ from the left gives

$$AH=A(A^\dagger A+m)=(AA^\dagger+m)A=H_pA. \tag{20}$$

If $H\psi=E\psi$, then $H_p(A\psi)=E(A\psi)$. Since $W$ has period $2K$, $A\psi$ has the same wave number as $\psi$. Integrating over one period, with boundary terms that cancel because $\psi^*A\psi$ is periodic for real $k$, gives

$$\int_0^{2K}|A\psi|^2dx=(E-m)\int_0^{2K}|\psi|^2dx. \tag{21}$$

Thus $A\psi$ vanishes only for $E=m$. The operator $A^\dagger$ maps back in the same way, so the levels above $m$ agree at every $k$.

The level $m$ needs separate attention, because $A\,\mathrm{dn}=0$. By (17), $A^\dagger$ annihilates $1/\mathrm{dn}$, and by (7) this function is proportional to $\mathrm{dn}(x+K)$. It is periodic and bounded, hence an allowed Bloch state of $H_p$ with energy $m$. Neither partner loses its lowest level. This differs from a single well on the infinite line, where the reciprocal of a bound ground state grows at infinity and is not a bound state of the partner.

A second partner step, starting from $\mathrm{dn}(x+K)$, translates the potential by another $K$. The total translation is a full period, and $V$ is restored.

### The edges of the gap

The functions $\mathrm{cn}$ and $\mathrm{sn}$ are also eigenfunctions of $H$. From (5) and (3),

$$\mathrm{cn}''=-(\mathrm{cn}\,\mathrm{dn}^2-m\,\mathrm{sn}^2\,\mathrm{cn})=-\mathrm{cn}+2m\,\mathrm{sn}^2\,\mathrm{cn},$$

$$\mathrm{sn}''=-\mathrm{sn}\,\mathrm{dn}^2-m\,\mathrm{sn}\,\mathrm{cn}^2=-(1+m)\,\mathrm{sn}+2m\,\mathrm{sn}^3.$$

Hence $H\,\mathrm{cn}=\mathrm{cn}$ and $H\,\mathrm{sn}=(1+m)\,\mathrm{sn}$. Both change sign under $x\to x+2K$, so they belong to the zone boundary $k=\pi/(2K)$. Each has one node per period. By the oscillation theorem for periodic potentials, the two lowest antiperiodic states are those with one node per period, and the energies between them form a gap. The first band is therefore $m\le E\le1$, and the gap is $1<E<1+m$.

The operator $A$ acts on the edge states as follows:

$$A\,\mathrm{cn}=-\mathrm{sn}\,\mathrm{dn}+m\frac{\mathrm{sn}\,\mathrm{cn}^2}{\mathrm{dn}}
=-\frac{\mathrm{sn}}{\mathrm{dn}}(\mathrm{dn}^2-m\,\mathrm{cn}^2)
=-(1-m)\frac{\mathrm{sn}}{\mathrm{dn}}=\sqrt{1-m}\;\mathrm{cn}(x+K), \tag{22}$$

$$A\,\mathrm{sn}=\mathrm{cn}\,\mathrm{dn}+m\frac{\mathrm{sn}^2\,\mathrm{cn}}{\mathrm{dn}}
=\frac{\mathrm{cn}}{\mathrm{dn}}(\mathrm{dn}^2+m\,\mathrm{sn}^2)=\mathrm{sn}(x+K). \tag{23}$$

The last steps use (6). The squared factors are $1-m$ and $1$, equal to $E-m$ at the two edges, as (21) requires.

### A symmetry of the original Hamiltonian

Let $(Sf)(x)=f(x-K)$. Then $(S^{-1}VSf)(x)=V(x+K)f(x)$, so $H_p=S^{-1}HS$, or $SH_p=HS$. With (20),

$$(SA)H=SH_pA=H(SA). \tag{24}$$

The partner relation thus yields an operator $SA$ that commutes with the single Hamiltonian $H$. It differentiates a function and also translates it by half a period. Neither $S$ nor $A$ commutes with $H$ by itself.

Its square follows from (16). Translation changes $W(x)$ to $W(x-K)=-W(x)$, so $SAS^{-1}=d/dx-W=-A^\dagger$. Therefore

$$(SA)^2=(SAS^{-1})S^2A=-A^\dagger S^2A=-S^2A^\dagger A=-S^2(H-m). \tag{25}$$

The operator $S^2$ could be moved through $A^\dagger$ because it is a translation by a full period.

For a Bloch state inside a band, with $e^{2ikK}\ne\pm1$, the two solutions at energy $E$ have different factors $e^{\pm2ikK}$. The function $SA\psi$ has the same energy and the same factor as $\psi$, so it must be proportional to $\psi$. Write $SA\psi=\lambda\psi$, which is the same as

$$(A\psi)(x)=\lambda\,\psi(x+K). \tag{26}$$

The eigenvalue of $S^2$ is $e^{-2ikK}$, and (25) gives

$$\lambda^2=-(E-m)\,e^{-2ikK}. \tag{27}$$

This leaves a sign, which the explicit Bloch functions determine.

### Bloch functions and the sign of $\lambda$

Let $y=m\,\mathrm{sn}^2$, so that $V=2y$. From (5) and (3), $y'^2=4y(m-y)(1-y)$. Differentiating and dividing by $2y'$, with continuity at the zeros of $y'$, gives $y''=2m-4(1+m)y+6y^2$. Define

$$X=y+b,\qquad b=E-1-m,\qquad c^2=(E-m)(E-1)(E-1-m). \tag{28}$$

Direct expansion gives

$$2XX''-X'^2=8y^3+[12b-4(1+m)]y^2-8(1+m)by+4mb.$$

With $E=b+1+m$, the expansion of $4(V-E)X^2=4(2y-E)(y+b)^2$ has the same terms in $y^3$, $y^2$ and $y$, and the constant $-4Eb^2$. The difference of the two expressions is $4b(m+Eb)$. Since $m+Eb=E^2-(1+m)E+m=(E-1)(E-m)$, this is $4c^2$, and

$$2XX''-X'^2=4(V-E)X^2+4c^2. \tag{29}$$

For $m<E<1$ one has $X\le E-1<0$, and for $E>1+m$ one has $X\ge b>0$. In both ranges $c^2>0$, and $c$ denotes the positive root. With $R=|X|$, the functions

$$\psi_\pm=\sqrt R\;e^{\pm i\theta},\qquad \theta'=\frac cR \tag{30}$$

are solutions. In $\psi_\pm''/\psi_\pm$ the imaginary part is $\pm(\theta''+\theta'R'/R)=0$. The real part is $(2RR''-R'^2-4c^2)/(4R^2)$, which is $V-E$ by (29), since that equation is unchanged when $X$ is replaced by $-X$.

These solutions are bounded and independent at every energy above $1+m$. There is consequently no second gap. The extended-zone wave number of $\psi_+$ is defined by

$$2kK=\int_0^{2K}\frac cR\,dx, \tag{31}$$

and $\psi_-$ has the opposite wave number.

When $E$ approaches $m$ from above, $R\to\mathrm{dn}^2$ stays positive while $c\to0$, so $k\to0$. Near the gap, $R$ becomes small at one point per period. For $E=1+m+\eta$ with small $\eta>0$, near $x=0$ one has $R\simeq mx^2+\eta$ and $c\simeq\sqrt{m\eta}$. The integral of $c/R$ over the narrow peak tends to $\pi$, and the rest tends to zero. For $E=1-\eta$, near $x=K$ one has $R\simeq m(1-m)(x-K)^2+\eta$ and $c\simeq\sqrt{m(1-m)\eta}$, again with integral $\pi$. Both edges therefore have $k=\pi/(2K)$ in the extended zone.

By (27), $\lambda e^{ikK}=\pm i\sqrt{E-m}$. For $\psi_+$ this quantity varies continuously with energy within each band and is not zero for $E>m$, so its sign is constant there. At the gap edges $\psi_+$, suitably normalized, tends to $\mathrm{cn}$ or $\mathrm{sn}$, for which (22) and (23) give positive $\lambda$. Since $i\,e^{-i\pi/2}=1$, the upper sign holds in both bands. The operator $SA$ is real, so $-k$ has the complex conjugate eigenvalue. The result is

$$\lambda=i\,\mathrm{sgn}(k)\,\sqrt{E-m}\;e^{-ikK}, \tag{32}$$

with $k$ in the extended zone. At the closed gaps, where $e^{2ikK}=\pm1$ above the open gap, (32) applies to $\psi_\pm$ by continuity.

### Spectral numbers for $m=0.8$

The first band extends from $0.8$ to $1.0$ and has width $1-m=0.2$. The gap extends from $1.0$ to $1.8$ and has width $m=0.8$. At the interior wave number $k=\pi/(4K)=0.347952$ in the reduced zone, the three lowest levels are as follows. To the printed six decimals they are the same for $H$ and $H_p$.

| Level | $E$ | extended $kK$ | $\lambda$ |
|---|---|---|---|
| 1 | 0.882203 | $\pi/4$ | $0.2027+0.2027i$ |
| 2 | 2.154885 | $-3\pi/4$ | $0.8231+0.8231i$ |
| 3 | 4.012529 | $5\pi/4$ | $-1.2674-1.2674i$ |

Levels 2 and 3 both lie in the upper band, which the reduced zone folds into several branches. For level 1, $\sqrt{E-m}=\sqrt{0.082203}=0.2867$, and the phase factor in (32) is $i\,e^{-i\pi/4}=(1+i)/\sqrt2$, which gives $0.2027(1+i)$. For level 2, $\sqrt{1.354885}=1.1640$. The sign of $k$ is negative, and $-i\,e^{3i\pi/4}$ is again $(1+i)/\sqrt2$. For level 3, $\sqrt{3.212529}=1.7924$ and $i\,e^{-5i\pi/4}=-(1+i)/\sqrt2$. The values in the table were found numerically from (26), independently of (32).

### Weak and strong modulation

For small $m$, $K\to\pi/2$ and $V\simeq2m\sin^2x=m-m\cos2x$ to first order. Translation by $\pi/2$ reverses the cosine. The partner construction does the same for a reason that holds for any weak periodic potential $U=\bar U+u$ with zero-mean $u$. To first order $E_0=\bar U$, and $W^2$ is negligible in $W^2-W'=U-E_0$. Hence $W'=-u$ and

$$U_p=U+2W'\simeq\bar U-u. \tag{33}$$

The weak partner is the potential inverted about its mean. Inversion equals a half-period translation when $u$ contains only odd harmonics of the fundamental period, as a single cosine does. For the Lamé potential the partner equals the half-period translate at every $0<m<1$. Beyond first order in $m$ the potential also contains even harmonics, so this translate is no longer the inverted potential.

As $m\to1$ at fixed $x$, $K$ diverges and (2) reduces to $\mathrm{sn}\to\tanh x$ and $\mathrm{dn}\to\mathrm{sech}\,x$. The original potential becomes the single well $2\tanh^2x$, with the bound state $\mathrm{sech}\,x$ at energy $1$ below a continuum that starts at $2$. For the partner, (6) and $\mathrm{dn}^2-\mathrm{cn}^2=(1-m)\,\mathrm{sn}^2$ give

$$V_p=2m\left[1-(1-m)\frac{\mathrm{sn}^2}{\mathrm{dn}^2}\right]\;\longrightarrow\;2. \tag{34}$$

The partner's wells sit at odd multiples of $K$ and move away to infinity. The potential left at fixed $x$ is constant and has no bound state. Correspondingly, $1/\mathrm{dn}\to\cosh x$, which is not an allowed state on the infinite line. For any $m<1$ the wells are still at a finite distance and the level $m$ is shared, so the translation theorem must be used before the limit is taken.

For $1-m=10^{-6}$ the half period is $K=8.294$. In the range $|x|\le2$ the partner then differs from $2$ by at most $2.8\times10^{-5}$, while $V$ differs from $2\tanh^2x$ by at most $1.1\times10^{-6}$.

### A periodic potential without this property

The potential $U=6m\,\mathrm{sn}^2=6y$ has the same period and the same symmetry. Try a ground state $\psi_0=B-3y$ with constant $B$. Using $y''$ from above,

$$-\psi_0''+6y\psi_0=6m+[6B-12(1+m)]\,y.$$

This equals $E_0(B-3y)$ if $E_0B=6m$ and $E_0=4(1+m)-2B$. Eliminating $E_0$ gives $B^2-2(1+m)B+3m=0$. The larger root gives

$$B=1+m+\delta,\qquad E_0=2+2m-2\delta,\qquad \delta=\sqrt{1-m+m^2}. \tag{35}$$

The smallest value of this $\psi_0$ is $1-2m+\delta$. It is positive because $\delta^2-(2m-1)^2=3m(1-m)>0$. The state is therefore nodeless and is the ground state.

For any such partner pair, $U+U_p=2E_0+2W^2$, as in (19). At $x=0$ and $x=K$ the even, periodic ground state has zero slope, so $W=0$ and

$$U_p=2E_0-U. \tag{36}$$

A half-period translation would require $U_p(0)=U(K)$, which places $E_0$ midway between $U(0)$ and $U(K)$. For $2m\,\mathrm{sn}^2$ the midpoint is $m$, equal to the ground energy. For $6m\,\mathrm{sn}^2$ the midpoint is $3m$. But $4\delta^2-(2-m)^2=3m^2>0$, hence $2\delta>2-m$ and $E_0<3m$ for every $0<m<1$. Then $U_p(K)=2E_0-6m$ is negative, whereas $U$ is nowhere negative. No translation, by half a period or any other distance, can turn $U$ into $U_p$.

At $m=0.8$, $E_0=1.767$ lies well below the midpoint $2.4$. The original potential ranges from $0$ to $4.8$, and the partner ranges from $-1.266$ to $4.184$ on the computational grid. By (36), the partner's value at $x=0$ is $2(1.767)=3.534$, so its maximum lies elsewhere. The two potentials have equal band energies by the argument of (20) and (21), but different shapes. Equality of spectra follows from the factorization; equality of shape up to a half-period translation requires the additional condition (18).

The numerical output below gives the values used in these examples.

## Computed results

```
All quantities dimensionless, hbar^2/(2 mass) = 1
elliptic parameter m = 0.800
half period K = 2.257205
full period 2K = 4.514411
numerical ground energy = 0.80000000
ground state at x=K relative to x=0 = 0.447214
x/K, x, psi0, W, V, numerical partner, V(x+K):
  0.00 0.000000 1.000000 -0.000000 0.000000 1.600000 1.600000
  0.25 0.564301 0.887183  0.398506 0.425813 1.491801 1.491801
  0.50 1.128603 0.668740  0.552786 1.105573 1.105573 1.105573
  0.75 1.692904 0.504083  0.398506 1.491801 0.425813 0.425813
  1.00 2.257205 0.447214  0.000000 1.600000 0.000000 0.000000
top of first band = 1.00000000
bottom of second band = 1.80000000
width of first band = 0.20000000
width of the gap = 0.80000000
interior wave number k = pi/(4K) = 0.347952
band, E original, E partner, Re lambda, Im lambda, |lambda|^2:
  1 0.882203 0.882203 0.202735 0.202735 0.082203
  2 2.154885 2.154885 0.823069 0.823069 1.354885
  3 4.012529 4.012529 -1.267385 -1.267385 3.212529
6m sn^2: ground energy = 1.766970
6m sn^2: midpoint of min and max = 2.400000
6m sn^2: original min, max = 0.000000, 4.800000
6m sn^2: partner min, max = -1.266061, 4.183555
near-soliton case: 1-m = 1.0e-06
near-soliton case: K = 8.294051
max |V - 2 tanh^2 x| for |x|<=2: 1.1e-06
max |partner - 2| for |x|<=2: 2.8e-05
Tests at m = 0.1, 0.5, 0.8, 0.99:
  largest |partner - V(x+K)| = 5.3e-12
  largest spectral difference = 1.2e-12
```
